# Nucleation barrier and critical radius of coherent dopant precipitates, part 1

(Sections cited here and not found follow in the second part.)

## First half: driving force and strain energy

A semiconductor crystal, such as silicon, holds more substitutional donors than it can keep dissolved at the annealing temperature \(T\). The excess can collect in small particles of a dopant-rich phase. Donors in such a particle supply no free electrons, so precipitation lowers the electrically active concentration. A particle must first become large enough to grow of its own accord. The problem is to find that size and the free energy needed to reach it.

The precipitate is a sphere whose lattice planes continue those of the matrix: it is coherent. It is neutral and has a fixed composition. Its radius \(r\) is that of the region it fills, measured in the matrix before any deformation. The volume of this region per precipitated dopant is \(v\). The interface has free energy \(\gamma\) per area of the undeformed sphere, taken to be independent of direction and of \(r\).

The algebra uses atomic units, \(\hbar=m_e=e=4\pi\varepsilon_0=1\), with Boltzmann's constant \(k\) kept. Energies are then in hartree and lengths in bohr. The final formulas contain no further constants, so they can be evaluated equally well in eV and Å, as the numerical example does. The external pressure is zero.

### (a) What is the electron density at a given dopant concentration?

Let \(c\) be the concentration of dissolved donors, all singly ionized, and let \(n\) and \(p\) be the electron and hole densities. Write the free energy density of a dilute, neutral solution and minimize it with respect to the number of electron-hole pairs.

**Solution.** Start with the arrangement of donors. The crystal has \(N_s\) host sites per volume, and a fraction \(x=c/N_s\) is occupied by donors. Counting the ways to choose the occupied sites, and using Stirling's formula, gives the entropy contribution

\[
-Ts=kTN_s\left[x\ln x+(1-x)\ln(1-x)\right].
\]

For small \(x\), \((1-x)\ln(1-x)=-x+O(x^2)\). To leading order the bracket is therefore \(x(\ln x-1)\), and

\[
-Ts=kT\,c\left[\ln\frac{c}{N_s}-1\right].
\]

Each donor also brings an energy \(w\), which includes the strain around the isolated donor. Interactions between donors are neglected.

For nondegenerate carriers, the Fermi level \(E_F\) and the densities are related by

\[
n=N_c\,e^{(E_F-E_c)/kT},\qquad p=N_v\,e^{(E_v-E_F)/kT}.
\]

Here \(E_c\) and \(E_v\) are the band edges, and \(N_c\) and \(N_v\) are the effective densities of states. The chemical potential of an electron is thus \(E_c+kT\ln(n/N_c)\), and that of a hole is \(-E_v+kT\ln(p/N_v)\). Integrating each from zero density, with \(\int_0^n\ln(n'/N_c)\,dn'=n[\ln(n/N_c)-1]\), gives the carrier free energies. The total, measured from the host crystal without donors or carriers, is

\[
\begin{aligned}
f={}&cw+kTc\left[\ln\frac{c}{N_s}-1\right]
+nE_c+kTn\left[\ln\frac{n}{N_c}-1\right]\\
&-pE_v+kTp\left[\ln\frac{p}{N_v}-1\right].
\end{aligned}
\]

A neutral crystal has positive charge \(c+p\) and negative charge \(n\) per volume, so \(n=c+p\). At fixed \(c\), creating a pair raises \(n\) and \(p\) equally. The derivative is

\[
\left(\frac{\partial f}{\partial p}\right)_c
=E_c+kT\ln\frac{n}{N_c}-E_v+kT\ln\frac{p}{N_v}.
\]

Setting it to zero yields

\[
np=N_cN_v\,e^{-(E_c-E_v)/kT}\equiv n_i^2 .
\]

The second derivative, \(kT(1/n+1/p)\), is positive, so this is a minimum. Inserting \(p=n-c\) gives \(n^2-cn-n_i^2=0\), whose positive root is

\[
n(c)=\frac c2+\sqrt{\frac{c^2}{4}+n_i^2}.
\]

For \(c\ll n_i\) the electrons are mostly thermal and \(n\approx n_i\). For \(c\gg n_i\) they come mostly from the donors and \(n\approx c\).

### (b) How much free energy does one dopant release when it precipitates?

Let \(c_{\rm eq}\) be the concentration in equilibrium with a large, unstrained precipitate behind a flat interface. Find the driving force \(\Delta\mu\) per dopant at a concentration \(c>c_{\rm eq}\).

**Solution.** The chemical potential of a donor together with its electron is \(\mu=df/dc\). The pair density \(p\) changes with \(c\) too, but \((\partial f/\partial p)_c=0\) at the minimum, so this change contributes nothing. Differentiating at fixed \(p\), where \(dn=dc\), gives

\[
\mu(c)=w+kT\ln\frac{c}{N_s}+E_c+kT\ln\frac{n}{N_c}
=w+kT\ln\frac{c}{N_s}+E_F .
\]

Now let a crystal of volume \(V\) contain \(N_t\) donors, of which \(N\) have precipitated. The precipitate takes the volume \(Nv\) from the solution. Let \(\varphi\) be the free energy per dopant of the bulk precipitate, measured from the host crystal it replaces. Without interface and strain, the total free energy is

\[
F(N)=(V-Nv)f(c)+N\varphi,\qquad c=\frac{N_t-N}{V-Nv}.
\]

The quotient rule gives \(dc/dN=(-1+vc)/(V-Nv)\). Hence

\[
\frac{dF}{dN}=-vf+\mu(-1+vc)+\varphi=\varphi-\mu-v(f-\mu c).
\]

The last term can be evaluated. In \(f\), the electron terms equal \(nE_F-kTn\) and the hole terms equal \(-pE_F-kTp\). Since \(n-p=c\), they add to \(cE_F-kT(n+p)\), and

\[
f-\mu c=-kT(c+n+p).
\]

Thus \(v(f-\mu c)\) is smaller than \(kT\) by the factor \(v(c+n+p)\), which is tiny in a dilute solution. It is dropped. Equilibrium with the flat, unstrained precipitate then requires \(\varphi=\mu(c_{\rm eq})\). The free energy released per dopant is \(\Delta\mu=-dF/dN=\mu(c)-\mu(c_{\rm eq})\), or

\[
\boxed{\;\Delta\mu=kT\ln\frac{c}{c_{\rm eq}}+kT\ln\frac{n(c)}{n(c_{\rm eq})}\;}
\]

The first term is the usual one for neutral solutes. The second appears because the precipitate is neutral: each donor enters it together with one electron, whose chemical potential also depends on \(c\). Electron-hole pairs then readjust, so the net loss of conduction electrons per donor can be less than one.

To see how large the second term can be, differentiate \(n-n_i^2/n=c\). This gives \((1+p/n)\,dn=dc\), so

\[
\frac{d\ln n}{d\ln c}=\frac{c}{n+p},\qquad
0<\frac{c}{n+p}=\frac{n-p}{n+p}<1 .
\]

The driving force therefore lies between \(kT\ln S\) and \(2kT\ln S\), where \(S=c/c_{\rm eq}\). The lower value is approached when both concentrations are far below \(n_i\), the upper when both are far above it. These bounds assume that no other dopant is present; compensating acceptors at a density between \(c_{\rm eq}\) and \(c\) can push \(\Delta\mu\) above \(2kT\ln S\). If other dopants hold \(n\) fixed, the second term vanishes at any \(S\). For acceptors the same derivation applies with holes in place of electrons.

### (c) How far does a misfitting precipitate push the matrix?

Cut free, the precipitate would be larger than its cavity by a linear strain \(\varepsilon\), or smaller if \(\varepsilon<0\). Let \(K\) be its bulk modulus and \(G\) the shear modulus of the matrix. Both materials are linear and isotropic, the matrix is infinite, and the interface does not slip or open. Find the displacement everywhere.

**Solution.** By symmetry the displacement is radial, \(u(\rho)\), at distance \(\rho\) from the centre. The radial strain is \(u'\), and the two tangential strains are \(u/\rho\). Define

\[
D=u'+\frac{2u}{\rho},\qquad s=u'-\frac u\rho .
\]

\(D\) is the relative volume change. The deviatoric strains, left after subtracting \(D/3\) from each, are \(2s/3\), \(-s/3\) and \(-s/3\). In a material with moduli \(K_0\) and \(G_0\) the stresses are therefore

\[
\sigma_{\rho\rho}=K_0D+\tfrac43G_0s,\qquad
\sigma_{\theta\theta}=K_0D-\tfrac23G_0s .
\]

Inside the precipitate \(D\) is replaced by \(D-3\varepsilon\), because the free expansion causes no stress.

Consider the force balance on half of a thin spherical shell. The radial stresses act on projected areas \(\pi\rho^2\), and the tangential stress acts on the cut ring of area \(2\pi\rho\,d\rho\). Balance requires \(d(\rho^2\sigma_{\rho\rho})/d\rho=2\rho\,\sigma_{\theta\theta}\), or

\[
\sigma_{\rho\rho}'+\frac2\rho(\sigma_{\rho\rho}-\sigma_{\theta\theta})=0 .
\]

Inserting the stresses gives

\[
K_0D'+\tfrac43G_0\left(s'+\frac{3s}{\rho}\right)=0 .
\]

Written out, the bracket is

\[
u''-\frac{u'}\rho+\frac u{\rho^2}+\frac{3u'}\rho-\frac{3u}{\rho^2}
=u''+\frac{2u'}\rho-\frac{2u}{\rho^2}=D' .
\]

Hence \((K_0+\tfrac43G_0)D'=0\), and \(D\) is constant in each material. Since \((\rho^2u)'=\rho^2D\), integration gives \(u=D\rho/3+B/\rho^2\).

Inside, \(u\) must be finite at the centre, so \(B=0\) and \(u=\alpha\rho\). Outside, \(u\) must vanish far away, so \(D=0\). Continuity at \(\rho=r\) then fixes \(u=\alpha r^3/\rho^2\).

The radial stress must also be continuous. Inside, \(s=0\) and \(\sigma_{\rho\rho}=3K(\alpha-\varepsilon)\). Outside, \(s=-3\alpha r^3/\rho^3\), which gives \(\sigma_{\rho\rho}=-4G\alpha\) at the interface. Equating the two,

\[
3K(\varepsilon-\alpha)=4G\alpha
\quad\Longrightarrow\quad
\alpha=\frac{3K}{3K+4G}\,\varepsilon .
\]

The precipitate achieves a fraction \(\alpha/\varepsilon\) of its free expansion. A soft matrix lets this fraction approach one; a stiff matrix suppresses it.

The result \(D=0\) in the matrix has a further use. A dissolved dopant that acts as an isotropic centre of expansion couples, to first order, to the local volume change. This is zero everywhere outside the sphere. The strain field therefore neither attracts nor repels such a dopant to first order. This holds for an isotropic matrix; in a cubic crystal such as silicon the volume change outside the sphere is not zero and changes sign with direction. The model also neglects the effect of shear strain on the band edges, and so uses the value of \(\mu(c)\) from part (b) up to the interface. In silicon, shear strain can split the conduction-band valleys, so this may be a poor approximation close to the precipitate.

### (d) What does the misfit cost?

Find the elastic energy \(g\) per volume of precipitate, including the energy stored in the matrix.

**Solution.** The elastic energy density is \(\tfrac12K_0\) times the squared volume strain plus \(G_0\) times the sum of the squared deviatoric strains. Inside, the elastic strain is \(\alpha-\varepsilon\) in every direction. There is no shear, and the energy density is

\[
\tfrac12K\left[3(\alpha-\varepsilon)\right]^2=\tfrac92K(\varepsilon-\alpha)^2 .
\]

Outside there is no volume strain. The strains are \(-2\alpha r^3/\rho^3\) radially and \(\alpha r^3/\rho^3\) in the two tangential directions, so their squares add to \(6\alpha^2r^6/\rho^6\). The matrix energy is

\[
\int_r^\infty 6G\alpha^2\frac{r^6}{\rho^6}\,4\pi\rho^2\,d\rho
=6G\alpha^2\,\frac{4\pi r^3}{3}.
\]

This equals \(6G\alpha^2\) per precipitate volume. With \(\varepsilon-\alpha=4G\varepsilon/(3K+4G)\), the sum is

\[
g=\frac{72KG^2+54K^2G}{(3K+4G)^2}\,\varepsilon^2
=\frac{18KG(4G+3K)}{(3K+4G)^2}\,\varepsilon^2 ,
\]

and one factor cancels:

\[
\boxed{\;g=\frac{18KG\,\varepsilon^2}{3K+4G}\;}
\]

The matrix stores the share \(6G\alpha^2/g=3K/(3K+4G)\), the same fraction as \(\alpha/\varepsilon\). For a rigid precipitate, \(K\to\infty\), all the energy is in the matrix and \(g\to6G\varepsilon^2\). For a rigid matrix, \(G\to\infty\), it is all in the precipitate and \(g\to\tfrac92K\varepsilon^2\). The shear modulus of the precipitate and the bulk modulus of the matrix do not enter, because the former is not sheared and the latter is not compressed.

The energy is quadratic in \(\varepsilon\), so oversized and undersized precipitates cost the same in linear elasticity. It is also proportional to volume. Strain therefore competes directly with the chemical driving force, however large the precipitate becomes.

## Second half: critical nucleus, solubility and example

The second half uses these symbols and results. A coherent sphere of radius \(r\) contains one dopant per volume \(v\), and its interface costs \(\gamma\) per area. The dissolved concentration is \(c\), its value in equilibrium with a flat, unstrained precipitate is \(c_{\rm eq}\), and \(n_{\rm eq}=n(c_{\rm eq})\). The electron density obeys \(n^2-cn=n_i^2\). The driving force per dopant is \(\Delta\mu=kT\ln[cn/(c_{\rm eq}n_{\rm eq})]\). With precipitate bulk modulus \(K\), matrix shear modulus \(G\) and linear misfit \(\varepsilon\), the strain energy per precipitate volume is \(g=18KG\varepsilon^2/(3K+4G)\).

### (e) Where is the top of the barrier, and how high is it?

Write the free energy \(\Delta G(r)\) needed to form one precipitate in a crystal so large that \(c\) stays constant. Find its maximum, and state when there is one.

The driving force \(\Delta\mu\) per dopant and the strain energy \(g\) per precipitate volume are now known. It remains to combine them with the interface energy to answer (e), then to find how coherency changes the solubility, evaluate an example and examine the assumptions.
